\section*{Surface Conduction and the Electrophoretic Mobility of a Thin-Double-Layer Sphere}

\section{The decision}

An electrophoresis measurement on a polishing slurry gives a mobility, and a calculation of particle stability needs a zeta potential. One must decide whether to convert the first into the second with Smoluchowski's formula alone or to correct for current carried along the particle surface. In the example below, the plain formula turns a particle at $-60$ mV into one at about $-45$ mV.

The corrected formula is
\begin{equation}
M\equiv\frac{U}{E}=\frac{\varepsilon\zeta}{\eta}\,\frac{1}{1+\mathrm{Du}},
\qquad
\mathrm{Du}=\frac{K^\sigma}{K_L a}.
\label{law}
\end{equation}
Here $U$ is the particle velocity in the applied field $E$, $a$ the radius, $\zeta$ the zeta potential, and $\varepsilon$, $\eta$ and $K_L$ the permittivity, viscosity and conductivity of the electrolyte. The surface conductivity $K^\sigma$ is the extra current per unit length and unit tangential field carried by the double layer. The denominator is $1+\mathrm{Du}$ for this definition of $\mathrm{Du}$; moving a factor of two into the definition would change it.

\section{Assumptions and units}

The sphere is rigid, insulating, uniformly charged and far from others. Its Debye length $1/\kappa$ is much smaller than $a$. The field is weak, so all responses are linear in $E$, and the flow is Stokes flow. The salt concentration outside the double layer stays uniform. This last assumption is separate from the others and does not follow from a thin layer; its cost is worked out below.

The algebra is in atomic units, with $e=4\pi\varepsilon_0=1$ and $\varepsilon=\varepsilon_r/4\pi$. The thermal energy is $T$, so $\zeta/T$ is a pure number. Equation (\ref{law}) keeps its form in SI units with $\varepsilon=\varepsilon_r\varepsilon_0$, and the example uses engineering units.

\section{The field around the sphere}

With uniform salt the outer current is ohmic, $\mathbf j=-K_L\nabla\phi$, and charge conservation gives $\nabla^2\phi=0$. The solution that tends to a uniform field along $z$ is
\begin{equation}
\phi=-E\left(r-\frac{\beta a^3}{r^2}\right)\cos\theta .
\label{phi}
\end{equation}
The layer fixes the dipole coefficient $\beta$. The current density entering it from the liquid is $-j_r=K_L\partial_r\phi$. None enters the core, so this current must leave sideways as the divergence of the surface current $-K^\sigma\nabla_s\phi$:
\begin{equation}
K_L\,\partial_r\phi=-K^\sigma\nabla_s^2\phi=\frac{2K^\sigma}{a^2}\,\phi
\qquad (r=a),
\label{bc}
\end{equation}
because $\nabla_s^2\cos\theta=-2\cos\theta/a^2$. From (\ref{phi}), $\partial_r\phi=-E(1+2\beta)\cos\theta$ and $\phi=-Ea(1-\beta)\cos\theta$ at the surface. Hence
\begin{equation}
1+2\beta=2\,\mathrm{Du}\,(1-\beta),
\end{equation}
\begin{equation}
\beta=\frac{2\mathrm{Du}-1}{2\mathrm{Du}+2},
\qquad
1-\beta=\frac{3}{2(1+\mathrm{Du})}.
\label{beta}
\end{equation}
A uniform sphere of conductivity $K_p$ would have the inner potential $-E(1-\beta)r\cos\theta$ and the current balance $K_L(1+2\beta)=K_p(1-\beta)$. The coated insulator therefore acts on the outer field as a sphere with $K_p=2K^\sigma/a$.

The tangential field at the surface is
\begin{equation}
E_\theta=-\frac1a\,\partial_\theta\phi=-(1-\beta)E\sin\theta
=-\frac{3}{2}\,\frac{E\sin\theta}{1+\mathrm{Du}} .
\label{et}
\end{equation}
Surface conduction draws field lines into the layer and weakens the tangential field that drives the flow. The radial conduction equation, integrated through a layer of decay length $10^{-6}a$ for $\mathrm{Du}=0.1$, $0.5$, $1$ and $4$, reproduces the factor $3/[2(1+\mathrm{Du})]$ to within $1.0\times10^{-5}$.

\section{Slip across the double layer}

On the scale $1/\kappa$ the surface is flat. Let $y$ be the distance from it, $\psi(y)$ the equilibrium potential with $\psi(0)=\zeta$, and $u(y)$ the tangential velocity relative to the surface. With uniform salt the osmotic pressure does not vary along the surface, so viscous stress alone balances the electric force $\rho E_t$. Poisson's equation $\rho=-\varepsilon\psi''$ gives
\begin{equation}
\eta u''=-\rho E_t=\varepsilon E_t\psi'' .
\end{equation}
Both $u'$ and $\psi'$ vanish outside the layer, so $\eta u'=\varepsilon E_t\psi'$. A second integration with $u(0)=0$ gives
\begin{equation}
u=\frac{\varepsilon E_t}{\eta}(\psi-\zeta),
\qquad
u_s=-\frac{\varepsilon\zeta}{\eta}E_t ,
\label{slip}
\end{equation}
where $u_s$ is the value outside, at $\psi=0$.

\section{Velocity of the sphere}

The sphere and its double layer are neutral together, so no net electric force acts on the pair. The outer flow then exerts no net force on it and contains no Stokeslet. Try the dipole flow
\begin{equation}
\mathbf v=\frac{Ua^3}{2r^3}
\left(2\cos\theta\,\hat{\mathbf r}+\sin\theta\,\hat{\boldsymbol\theta}\right).
\end{equation}
It is both divergence-free and irrotational, so it satisfies the Stokes equation with uniform pressure. Its stress falls as $r^{-4}$, and the force through a large sphere vanishes.

At $r=a$ the radial velocity is $U\cos\theta$, as the moving sphere requires. The fluid has tangential velocity $\tfrac12U\sin\theta$ and the solid has $-U\sin\theta$. Their difference, $\tfrac32U\sin\theta$, must equal the slip from (\ref{slip}) and (\ref{et}):
\begin{equation}
\frac32U\sin\theta=\frac{\varepsilon\zeta}{\eta}(1-\beta)E\sin\theta .
\end{equation}
Therefore
\begin{equation}
U=\frac23(1-\beta)\frac{\varepsilon\zeta E}{\eta}
=\frac{\varepsilon\zeta E}{\eta}\,\frac1{1+\mathrm{Du}},
\end{equation}
which is (\ref{law}). The angular dependence matches at every $\theta$, so one constant $U$ suffices.

\section{Limits, and a second route}

For $\mathrm{Du}=0$ Smoluchowski's mobility returns. For $\mathrm{Du}\gg1$ the law tends to $(\varepsilon\zeta/\eta)K_La/K^\sigma$. At $\mathrm{Du}=1/2$ the dipole vanishes: the particle leaves the outer field uniform, and the factor is $2/3$.

A second derivation avoids the slip formula and shows what happens at finite $\kappa a$. It holds for small $\zeta$ with $K^\sigma$ taken as given, and it still assumes uniform salt; only then is distortion of the diffuse layer by the field of higher order. Let $\hat{\mathbf u}$ be the Stokes flow around an uncharged sphere moving at unit velocity along $z$, with stress $\hat{\boldsymbol\sigma}$ and drag $-6\pi\eta a$. The real flow has $\nabla\cdot\boldsymbol\sigma=-\rho\mathbf E$. The viscous terms cancel in
\begin{equation}
\nabla\cdot(\boldsymbol\sigma\cdot\hat{\mathbf u}-\hat{\boldsymbol\sigma}\cdot\mathbf v)
=-\rho\mathbf E\cdot\hat{\mathbf u}.
\end{equation}
Integration over the fluid gives the hydrodynamic force $-6\pi\eta aU+\int\rho\mathbf E\cdot\hat{\mathbf u}\,dV$. The electric force on the sphere is $QE$, since the dipole field averages to zero over its surface. The total force vanishes, so
\begin{equation}
6\pi\eta aU=QE+\int\rho\,\mathbf E\cdot\hat{\mathbf u}\,dV .
\end{equation}
Write $s=a/r$. The components are $E_r=E(1+2\beta s^3)\cos\theta$, $E_\theta=-E(1-\beta s^3)\sin\theta$, $\hat u_r=\tfrac12(3s-s^3)\cos\theta$ and $\hat u_\theta=-\tfrac14(3s+s^3)\sin\theta$. The angular averages of $\cos^2\theta$ and $\sin^2\theta$ are $1/3$ and $2/3$, so the average of $\mathbf E\cdot\hat{\mathbf u}/E$ is
\begin{equation}
\frac{(1+2\beta s^3)(3s-s^3)+(1-\beta s^3)(3s+s^3)}{6}
=s+\frac{\beta}{2}(s^4-s^6).
\end{equation}
With $Q=-4\pi\int\rho r^2dr$,
\begin{equation}
U=\frac{2E}{3\eta a}\int_a^\infty\rho r^2
\left[s-1+\frac{\beta}{2}(s^4-s^6)\right]dr .
\label{recip}
\end{equation}
In a thin layer $s\simeq1-y/a$, and the bracket becomes $-(1-\beta)y/a$. Integration by parts gives $\int\rho y\,dy=-\varepsilon\int y\psi''dy=-\varepsilon\zeta$, and the law follows again. Evaluated at $\kappa a=10^4$ for the same four Dukhin numbers, (\ref{recip}) agrees with $1/(1+\mathrm{Du})$ to within $4.2\times10^{-4}$.

For $\beta=0$ no thin-layer limit is needed. The surface potential due to all the charge is
\begin{equation}
\zeta=\frac{1}{\varepsilon a}\int_a^\infty\rho r^2(s-1)\,dr,
\end{equation}
so (\ref{recip}) gives $U=2\varepsilon\zeta E/3\eta$ at any $\kappa a$. The finite-thickness correction to (\ref{law}) therefore vanishes at $\mathrm{Du}=1/2$ in this small-$\zeta$, uniform-salt model. In a steady field with surface conduction by counterions it does not: the small-$\zeta$ factor at $\mathrm{Du}=1/2$ rises from about 0.67 at $\kappa a=1$ to 0.75 for a thin layer.

\section{Surface conductivity of the double layer}

Take a 1:1 salt of number density $n$ whose ions share the diffusivity $D$. Then $K_L=2nD/T$ and $\kappa^2=2n/\varepsilon T$, hence $K_L=\varepsilon D\kappa^2$. With $\tilde\psi=\psi/T$ and $\tilde\zeta=\zeta/T$, the Poisson--Boltzmann equation $\tilde\psi''=\kappa^2\sinh\tilde\psi$ integrates once to $|\tilde\psi'|=2\kappa\sinh(|\tilde\psi|/2)$. The excess ions contribute
\begin{align}
K_L\int_0^\infty(\cosh\tilde\psi-1)\,dy
&=\frac{K_L}{\kappa}\int_0^{|\tilde\zeta|}\sinh\frac t2\,dt\nonumber\\
&=\frac{2K_L}{\kappa}\left(\cosh\frac{\tilde\zeta}{2}-1\right).
\end{align}
The moving liquid also carries charge. From (\ref{slip}) and one integration by parts, this current per unit field is
\begin{equation}
\frac1{E_t}\int\rho u\,dy=\frac{\varepsilon^2}{\eta}\int\psi'^2dy
=\frac{4\varepsilon^2\kappa T^2}{\eta}\left(\cosh\frac{\tilde\zeta}{2}-1\right).
\end{equation}
Its ratio to the first part is $2\varepsilon^2\kappa^2T^2/(\eta K_L)=2m$, with $m=\varepsilon T^2/(\eta D)$. Adding a Stern layer of mobile charge density $\sigma_S$ and ion mobility $\mu_S$ gives
\begin{equation}
K^\sigma=\frac{2K_L}{\kappa}\left(\cosh\frac{\tilde\zeta}{2}-1\right)(1+2m)
+\sigma_S\mu_S .
\label{ks}
\end{equation}
At fixed $\kappa a$ the diffuse part grows as $e^{|\tilde\zeta|/2}$, so $|\zeta|/(1+\mathrm{Du})$ rises, passes a maximum and falls. In this model one mobility can thus belong to two zeta potentials.

\section{A silica slurry particle}

The parameters are round, rough values in the regime of colloidal silica in an alkaline polishing slurry, diluted for measurement at fixed salt: $a=100$ nm, $\zeta=-60$ mV, 10 mM of 1:1 salt, and a Stern charge of 10 $\mu$C/cm$^2$ moving at half the bulk ion mobility. Last digits below come from unrounded inputs.

The Debye length is 3.04 nm, so $\kappa a=32.9$. With $\tilde\zeta=-2.335$, $m=0.257$ and $K_La=15.02$ nS,
\begin{align}
K^\sigma_{\rm diffuse}&=\frac{2(15.02\ \mathrm{nS})}{32.9}(0.763)(1.515)
\simeq1.06\ \mathrm{nS},\\
K^\sigma_{\rm Stern}&=(10\ \mu\mathrm{C/cm^2})(0.5)(7.78\times10^{-4}\ \mathrm{cm^2/Vs})\nonumber\\
&=3.89\ \mathrm{nS}.
\end{align}
The diffuse part uses the flat-layer formula; at this $\kappa a$ the curvature of the layer lowers its excess-ion contribution by about 2.5\% if the excess is integrated over distance alone, and by almost nothing if it is weighted with $r^2$. The sum is 4.95 nS, giving $\mathrm{Du}=4.95/15.02\simeq0.33$ and a factor of 0.752. The mobility is
\begin{equation}
M=(-4.68\times10^{-4})(0.752)=-3.52\times10^{-4}\ \mathrm{cm^2/Vs},
\end{equation}
or $-3.52$ $\mu$m/s per V/cm. Smoluchowski's formula applied to this mobility returns $-45$ mV.

With salt, zeta potential and $K^\sigma$ held fixed, $\mathrm{Du}\propto1/a$. With uniform salt the factor is then 0.60 at 50 nm radius and 0.86 at 200 nm. In a steady field, the thin-layer calculation with salt polarisation, described in the next section, gives about 0.65 and 0.84 instead. Equal zeta potentials do not give equal mobilities across a size distribution.

\section{What uniform salt leaves out}

In a steady field the counterions that run along the surface leave the layer on one side and enter it on the other. Co-ions do not share this current equally, so salt accumulates on one side and is depleted on the other. A case with counterion surface conduction alone shows the size of the effect.

Let $\zeta<0$, $c=\delta n/n$ and $\tilde\phi=\phi/T$. The reduced electrochemical potentials $\mu_\pm=c\pm\tilde\phi$ are harmonic in steady state. Each ion obeys a balance like (\ref{bc}) with its own ratio of surface to bulk conductance. Cations carry half the bulk current and all the surface current, so their ratio is $2\mathrm{Du}$; that of the anions is zero. With $A=3Ea/2T$, the surface values are
\begin{equation}
\mu_+=-\frac{A\cos\theta}{1+2\mathrm{Du}},\qquad \mu_-=A\cos\theta .
\end{equation}
Half their difference and half their sum are
\begin{equation}
\tilde\phi=-A\,\frac{1+\mathrm{Du}}{1+2\mathrm{Du}}\cos\theta,
\qquad
c=A\,\frac{\mathrm{Du}}{1+2\mathrm{Du}}\cos\theta .
\label{pol}
\end{equation}

The salt gradient also drives slip. The layer's osmotic pressure is $2nT(\cosh\tilde\psi-1)$. Along the surface, the part of its gradient due to changes in $\psi$ is balanced by the electric force $-\rho\,\partial_x\psi$, leaving $\eta u''=2nT(\cosh\tilde\psi-1)\partial_xc$. Since
\begin{equation}
\int_y^\infty(\cosh\tilde\psi-1)\,dy'=\frac4\kappa\sinh^2\frac{\tilde\psi}{4},
\end{equation}
a second integration, with $dy=-d|\tilde\psi|/[2\kappa\sinh(|\tilde\psi|/2)]$ and $2nT/\kappa^2=\varepsilon T^2$, gives
\begin{equation}
u_s=-\frac{\varepsilon T^2}{\eta}\,g\,\partial_xc,
\qquad
g=\int_0^{|\tilde\zeta|}\tanh\frac t4\,dt=4\ln\cosh\frac{\tilde\zeta}{4}.
\end{equation}
The total slip is $(\varepsilon/\eta)\,\partial_x(\zeta\phi-T^2gc)$. Inserting (\ref{pol}) and dividing by the Smoluchowski result gives
\begin{equation}
\frac{M}{\varepsilon\zeta/\eta}
=1-\frac{\mathrm{Du}}{1+2\mathrm{Du}}\left(1+\frac{g}{|\tilde\zeta|}\right).
\label{steady}
\end{equation}
For small $\mathrm{Du}$ this is $1-\mathrm{Du}(1+g/|\tilde\zeta|)$, whereas (\ref{law}) gives $1-\mathrm{Du}$. Polarisation thus enters at the same order as the correction itself. A small $\mathrm{Du}$ makes the resulting error in the mobility small, but not the relative error in the correction. Result (\ref{steady}) lies below the law when $g/|\tilde\zeta|>\mathrm{Du}/(1+\mathrm{Du})$, and above it when the inequality is reversed.

For the silica particle the two sides are 0.28 and 0.25, so the effects nearly cancel. The fuller steady calculation, with co-ions and convection inside the layer, gives an electric part of 0.811 and a chemi-osmotic part of $-0.061$. Their sum, 0.750, is within half a per cent of the law. This agreement belongs to these parameters. At $-120$ mV, with the Stern layer unchanged, the two sides are 0.49 and 0.39. The steady factor is then 0.581 against 0.607 from the law, about 4\% lower.

\section{When the neglect is justified}

In a field of angular frequency $\omega$, salt diffuses only a distance of order $\sqrt{D/\omega}$. The layer supplies a finite salt flux, so the surface disturbance $c$ is of order $\sqrt{D/\omega}/a$ relative to its steady size and vanishes for $\omega\gg D/a^2$. For $\mathrm{Du}$ of order one or less, the ohmic balance (\ref{bc}) and the law then return; a large $\mathrm{Du}$ requires a higher frequency. The frequency must also stay well below $K_L/\varepsilon$, where displacement current matters, and below $D\kappa^2$, where the layer no longer follows the field. For equal diffusivities these two limits coincide, since $K_L=\varepsilon D\kappa^2$. Without inertia the window is
\begin{equation}
\frac{D}{a^2}\ll\omega\ll D\kappa^2,
\end{equation}
with a width ratio of $(\kappa a)^2$. Inertia adds the condition $\omega\ll\eta/(\rho_fa^2)$, with $\rho_f$ the liquid density. This limits the width ratio to about $\eta/(\rho_fD)$, or 450 for the values used here, and is the tighter upper limit once $\kappa a$ exceeds about 21.

At 1 MHz the example has $\omega a^2/D=31$ and $\omega/(D\kappa^2)=0.03$. The surface salt amplitude is still 0.36 of its steady value, or 0.37 to 0.38 if salt stored in the diffuse layer is counted, so the lower condition is only partly met. Without inertia the mobility factor is 0.752, but its closeness to the law is weak evidence for the neglect, because the steady factor is close too. Fluid inertia is measured by $\omega a^2\rho_f/\eta=0.07$, which is large enough to alter the third digit of this factor.

\section{Reading the result for a real slurry}

The mobility of the Stern ions was assumed, not measured, and the result is sensitive to it. With $\zeta$ and the Stern charge held fixed, immobile Stern ions leave $\mathrm{Du}=1.06/15.02=0.07$ and a factor of 0.93. Ions as mobile as in the bulk give $\mathrm{Du}=(1.06+7.78)/15.02=0.59$ and a factor of 0.63. These are values of the law. In a steady field the thin-layer factors are 0.92 and 0.66, and with finite layer thickness 0.87 and 0.65. The range still far exceeds the polarisation error at $-60$ mV. A separate measurement of surface conductivity is therefore worth more here than a refined theory of the salt.

Finite layer thickness lowers the factor by about 2.5\% relative to the law, according to (\ref{recip}). The same estimate gives 7.3\% without surface conduction. The difference arises because $\beta=-0.13$ is close to zero, where the correction vanishes. At $-60$ mV this small-$\zeta$, uniform-salt estimate shows a size and is not a controlled correction. Solving the steady linear equations through a layer of finite thickness at $-60$ mV gives a factor of 0.727, about 3\% below the thin-layer value of 0.750, and an apparent zeta potential of about $-44$ mV. At 10 V/cm the nonlinearity parameter $Ea/T$ is 0.004, so the weak-field assumption is safe.

At the same salt and zeta potential, a radius below 100 nm strengthens the effect of surface conduction and makes the layer relatively thicker. A working slurry is also concentrated, which breaks the single-particle assumption. That effect is not sized here, so the numbers apply to the diluted sample.

To invert a measured mobility, solve $\zeta=(\eta M/\varepsilon)[1+\mathrm{Du}(\zeta)]$ with (\ref{ks}), starting from the Smoluchowski value and following the branch of smaller $|\zeta|$. If the field is steady, or alternates at a frequency far below $D/a^2$, compare the answer with (\ref{steady}) before relying on it, remembering that (\ref{steady}) assumes surface conduction by counterions alone. Neither formula includes finite layer thickness. For the example particle at a true $-60$ mV in a steady field, the inversion returns about $-58$ mV; with immobile Stern ions it returns about $-55$ mV, against $-52$ mV from Smoluchowski's formula. At $\kappa a\simeq30$ and small $\mathrm{Du}$ the thickness correction is as large as the surface-conduction correction and must be applied too. The numerical output that follows lists the inputs and intermediate values.

\section*{Computed values}
\begin{verbatim}
Largest error, surface field factor: 1.0e-05
Largest error, mobility factor at kappa*a=1e4: 4.2e-04
Temperature: 298.15 K
Relative permittivity: 78.4
Viscosity: 0.89 mPa s
Ion diffusivity: 2.0e-05 cm2/s
Salt concentration: 10 mM
Particle radius: 100 nm
Zeta potential: -60 mV
Stern charge density: 10 uC/cm2
Stern/bulk ion mobility ratio: 0.5
Thermal voltage kT/e: 25.69 mV
Reduced zeta potential: -2.335
Debye length: 3.04 nm
kappa*a: 32.9
Bulk ion mobility: 7.78e-04 cm2/Vs
Bulk conductivity: 1.50 mS/cm
Convection parameter m: 0.257
Diffuse surface conductivity: 1.06 nS
Stern surface conductivity: 3.89 nS
Total surface conductivity: 4.95 nS
K_bulk * radius: 15.02 nS
Dukhin number: 0.329
Dipole coefficient beta: -0.128
Reduction factor 1/(1+Du): 0.752
Smoluchowski mobility: -4.680e-04 cm2/Vs
Mobility with surface conduction: -3.520e-04 cm2/Vs
Same, converted: -3.52 um/s per V/cm
Apparent zeta from plain Smoluchowski: -45.1 mV
Factor 1/(1+Du) at radius 50 nm: 0.603
Factor 1/(1+Du) at radius 200 nm: 0.859
Steady field, with salt polarisation, factor: 0.750
  electric part: 0.811
  chemi-osmotic part: -0.061
  change relative to the law: -0.3 %
Frequency: 1 MHz
  omega a^2/D: 31.4
  salt amplitude / steady amplitude: 0.360
  factor, magnitude: 0.752
  factor, phase: 0.03 degrees
  change of magnitude relative to the law: -0.1 %
  displacement/conduction current: 0.029
  omega/(D kappa^2): 0.029
  fluid inertia omega a^2 rho/eta: 0.070
Second zeta potential: -120 mV
  Dukhin number: 0.647
  factor 1/(1+Du): 0.607
  steady factor with salt polarisation: 0.581
  change relative to the law: -4.3 %
Finite kappa*a change, small-zeta estimate: -2.5 %
Same change if Du were zero: -7.3 %
Applied field: 10 V/cm
Drift speed: 35.2 um/s
Field nonlinearity E a/(kT/e): 0.0039
\end{verbatim}
